# Multisecant Density Mixing with Scaling, Regularization and Step Control, part 1

(Sections cited here and not found follow in the second part.)

## Two modes

A self-consistent field calculation seeks a density with $F(\rho)=\rho$, where $F$ builds the potential from $\rho$, solves the one-electron problem and returns the output density. Write the residual $g(\rho)=F(\rho)-\rho$ and its Jacobian $J=\partial g/\partial\rho$. Densities are real vectors with the Euclidean norm, in Hartree atomic units.

Take two components and a linear residual, $g=J(\rho-\rho^*)$ with $J=\mathrm{diag}(-\varepsilon,-1)$ and $\varepsilon\gg1$. The first mode is stiff, like a long-wavelength charge transfer in a metal. Linear mixing, $\rho\to\rho+\sigma g$, sends $g\to g+\sigma Jg$, so the components are multiplied by $1-\sigma\varepsilon$ and $1-\sigma$. Convergence needs $|1-\sigma\varepsilon|<1$, that is $0<\sigma<2/\varepsilon$, and the soft mode then shrinks by the factor $1-\sigma$, close to one.

An earlier iterate supplies a displacement $s$ and the residual change $y=Js$ that it caused. Moving by $-cs$ changes $g$ to $g-cy$, and $c=y\cdot g/y\cdot y$ makes that smallest. Write $g=(g_a,g_b)$. If $s$ lies along the stiff mode, $s=(s_a,0)$, then $y=(-\varepsilon s_a,0)$, $c=-g_a/(\varepsilon s_a)$, the move is $p=-cs=(g_a/\varepsilon,0)$, and $u=g-cy=(0,g_b)$ is left. Adding $\sigma u$ gives the residual $(0,(1-\sigma)g_b)$, and $\sigma=1$ solves the problem. If $s$ lies along the soft mode, then $p=(0,g_b)$, $u=(g_a,0)$, and the new residual is $((1-\sigma\varepsilon)g_a,0)$, so $\sigma=1$ amplifies it by $\varepsilon-1$. The history determines $p$; it holds no information on how $g$ responds along $u$, and $\sigma$ is a guess. The multisecant scheme built below keeps the two parts separate and guards each one.

## Many secants and the split

Centre the last $m$ iterates on the current one, $s_j=\rho_j-\rho_n$ and $y_j=g_j-g_n\neq0$, as columns of $S$ and $Y$, and write $g=g_n$. A Newton step is $-Hg$ with $H\approx J^{-1}$, and linear mixing is $H_0=-\sigma I$. The naive multisecant update imposes $HY=S$ with the least change $\Delta=H-H_0$ in the Frobenius norm. The condition reads $\Delta Y=W$ with $W=S+\sigma Y$. For $Y$ of full column rank $\Delta_0=W(Y^TY)^{-1}Y^T$ satisfies it, and any other solution is $\Delta_0+Z$ with $ZY=0$. Then $\mathrm{tr}(\Delta_0Z^T)=\mathrm{tr}[W(Y^TY)^{-1}(ZY)^T]=0$, so $\|\Delta_0+Z\|_F^2=\|\Delta_0\|_F^2+\|Z\|_F^2$ and $\Delta_0$ is the minimizer. With $c=(Y^TY)^{-1}Y^Tg$,

$$-Hg=\sigma g-(S+\sigma Y)c=p+\sigma u,\qquad p=-Sc,\qquad u=g-Yc .$$

Here $p$ is the predicted step and $\sigma u$ the unpredicted one. This $c$ solves $Y^T(g-Yc)=0$, so it minimizes $\|g-Yc\|$ and $u\perp Y$. Since $p$ lies in the span of $S$, it need not be orthogonal to $u$; a random history gives $\cos(p,u)=-0.220$. With $w_j=-c_j$ and $w_n=1+\sum_jc_j$ one has $\rho_n+p=\sum w_j\rho_j$, $u=\sum w_jg_j$ and $\sum w_j=1$ (sums including $n$), so the step is Anderson–Pulay mixing, $\rho_{n+1}=\sum w_j(\rho_j+\sigma g_j)$.

The meaning of the split holds for any $c$. Let $J$ be the Jacobian at $\rho_n$ and define $E=Y-JS$, which collects noise and the nonlinear remainder $O(\|s_j\|^2)$. Since $Jp=-JSc=-(Y-E)c$,

$$g+J(p+\sigma u)=g-Yc+Ec+\sigma Ju=(I+\sigma J)u+Ec.\tag{1}$$

For a linear noiseless map $g_{n+1}=(I+\sigma J)u$: the predicted step reduces the residual to $u$, and the unpredicted step is linear mixing applied to $u$. For a smooth map $g_{n+1}$ differs from (1) by a term of second order in the step.

## When σ does not matter

For linear $g$ with full history and $\sigma_k\ne0$, let $K_n=\mathrm{span}\{g_0,Jg_0,\dots,J^{n-1}g_0\}$, and let $r_n=g_0+Jd_n$ be the GMRES residual, the smallest over $d\in K_n$. Assume $\dim K_n=n$, $J$ nonsingular and no stagnation, $r_n\neq r_{n-1}$. The claim is $\mathrm{span}\{\rho_j-\rho_0\}_{j\le n}=K_n$. It holds at $n=1$, because the first step is $\rho_1=\rho_0+\sigma_0g_0$. Suppose it holds at $n$. The columns $s_j=(\rho_j-\rho_0)-(\rho_n-\rho_0)$ span the same space, so $\rho_n-Sc$ ranges over $\rho_0+K_n$ with residual $g-Yc$, and minimizing gives $u_n=r_n$. Then $\rho_{n+1}-\rho_0=d_n+\sigma_nr_n$, which lies in $K_{n+1}$. It leaves $K_n$ unless the coefficient of $J^{n-1}g_0$ in $d_n$ vanishes; in that case $d_n\in K_{n-1}$ and $r_n=r_{n-1}$, which was excluded. Hence $u_n=r_n$ at each $n$, whatever the $\sigma_k$.

In the numerical check, two different $\sigma$ sequences reproduce six GMRES residuals of a nonsymmetric problem to a relative $9\times10^{-13}$, while with the history cut to $m=2$ their sixth $u$ differ by $0.68$ of the norm of the first sequence's sixth $u$. The iterate $\rho_{n+1}$ and its residual $(I+\sigma_nJ)u_n$ still depend on $\sigma_n$, but under the assumptions of this proof that dependence does not carry over to later $u$. It does so only through departures from them: truncation, nonlinearity, noise and the regularization introduced next.

## First fault: nearly dependent columns

When columns of $Y$ are almost parallel, $c$ becomes large and $Ec$ in (1) is no longer small. A penalty $\alpha\|c\|^2$ limits $c$ but depends on column lengths. The pair $(ts_j,ty_j)$ carries the same linear information as $(s_j,y_j)$, yet needs the coefficient $c_j/t$ and is penalized $t^{-2}$ times as much. Near convergence the old columns are long and the recent ones short, so the recent ones would be penalized most per unit of $Yc$. The cure is to normalize first. With $\Psi=\mathrm{diag}(1/\|y_j\|)$, $B=Y\Psi$ and $c=\Psi z$, both $B$ and $S\Psi$ are unchanged by $t>0$, and so are $z$, $p=-S\Psi z$ and $u=g-Bz$. In the check a rescaling of columns changes $p$ at rounding level with $\Psi$, and by $0.32$ of its norm without.

The regularized update minimizes $\|(HY-S)\Psi\|_F^2+\alpha\|\Delta\|_F^2=\|\Delta B-W\Psi\|_F^2+\alpha\|\Delta\|_F^2$ with $\alpha>0$. This is strictly convex in $\Delta$, and its gradient vanishes when $(\Delta B-W\Psi)B^T+\alpha\Delta=0$, so $\Delta=W\Psi B^T(BB^T+\alpha I)^{-1}$. The identity $B^T(BB^T+\alpha I)=(B^TB+\alpha I)B^T$ turns this into $\Delta=WA$ with

$$A=\Psi(\Psi Y^TY\Psi+\alpha I)^{-1}\Psi Y^T,\qquad c=Ag,\qquad z=(B^TB+\alpha I)^{-1}B^Tg ,$$

and $-Hg=p+\sigma u$ as before. At $\alpha=0$ the factors $\Psi$ cancel and the earlier $c$ returns; for $\alpha>0$ the secant equations $HY=S$ are in general no longer met.

Insert the singular value decomposition $B=\sum_i\mu_ia_ib_i^T$, where $\sum_i\mu_i^2=\|B\|_F^2=m$ because the columns are unit vectors:

$$z=\sum_i\frac{\mu_i}{\mu_i^2+\alpha}(a_i\cdot g)\,b_i,\qquad u=g-\sum_i\frac{\mu_i^2}{\mu_i^2+\alpha}(a_i\cdot g)\,a_i .$$

The component of $u$ along $a_i$ is $\alpha/(\mu_i^2+\alpha)$ times that of $g$, and the part of $g$ outside the span is untouched, so $\|u\|\le\|g\|$. Directions with $\mu_i^2\ll\alpha$ are handed from the predicted part to $u$. From $(\mu-\sqrt\alpha)^2\ge0$ follows $\mu/(\mu^2+\alpha)\le1/(2\sqrt\alpha)$, and therefore, with spectral norms for matrices,

$$\|z\|\le\frac{\|g\|}{2\sqrt\alpha},\qquad\|Ec\|\le\frac{\|E\Psi\|\,\|g\|}{2\sqrt\alpha},\qquad\|p\|\le\frac{\|S\Psi\|\,\|g\|}{2\sqrt\alpha}.\tag{2}$$

The first bound is reached when $g\parallel a_i$ and $\mu_i^2=\alpha$; for $\alpha=10^{-4}$ that case has $\|z\|/\|g\|=50$ and $u=g/2$. For two nearly parallel columns whose difference in $y$ is dominated by noise, with $g$ chosen largely along that difference, the check finds $\|Ec\|/\|g\|=0.906$ at $\alpha=0$ and $1.7\times10^{-7}$ at $\alpha=10^{-4}$, under a bound of $9.9\times10^{-5}$. The residual along that direction is not removed; it stays in $u$. If there is no noise, all iterates including $\rho_n$ lie at distances of order $t$ from the solution and $\|y_j\|\propto t$, then $E\Psi=O(t)$ and $g=O(t)$, so (2) makes $Ec=O(t^2)$ and $g_{n+1}=(I+\sigma J)u+O(t^2)$.

The regularization is a trust region on the scaled coefficients. The vector $z$ minimizes $\|g-Bz'\|^2+\alpha\|z'\|^2$, whose stationarity condition is $(B^TB+\alpha I)z'=B^Tg$. For any $z'$ with $\|z'\|\le\|z\|$ this gives $\|g-Bz'\|^2\ge\|g-Bz\|^2+\alpha(\|z\|^2-\|z'\|^2)\ge\|g-Bz\|^2$, so $z$ is the best fit within the radius $\|z\|$. The radius is implied by $\alpha$, $B$ and $g$ and is not set in advance.

Two conventions have consequences. Consecutive differences $\rho_{j+1}-\rho_j$ give $S'=ST$ and $Y'=YT$ with $T$ invertible. At $\alpha=0$ the unique minimizer obeys $c=Tc'$ and $p$ is the same; at $\alpha>0$ the normalized columns differ, and in the check $p$ changes by $0.47$ of its norm at $\alpha=0.3$. A weight $\Omega$ on the components, such as one constant per block when the density is stored in two representations, replaces the fit by $\min\|\Omega(g-Yc)\|$ and changes $p$ even at $\alpha=0$, by $0.11$ for a 1:5 weighting. Column scaling removes an arbitrariness, whereas $\Omega$ is a choice of norm.

## Second fault: the length of the unpredicted step

A large $\sigma$ amplifies the stiff content of $u$ by $|1-\sigma\varepsilon|$ and may leave the region where (1) is accurate. A small $\sigma$ can starve the history. In the linear case $g_n-g_{n+1}=g-(I+\sigma J)u=Yc-\sigma Ju$, so after recentring each of the $m+1$ columns $g_j-g_{n+1}$ equals a vector in the old span minus $\sigma Ju$. Let $P_\perp$ project out the old span and let $\psi_j'$ be the new normalizations. The in-span parts are $m+1$ vectors in $m$ dimensions, so some unit vector $v$ annihilates them, and then $\|B'v\|=\sigma\|P_\perp Ju\|\,|\sum_j\psi'_jv_j|$. By the Cauchy–Schwarz inequality, when no column is dropped,

$$\mu'_{\min}\le\sigma\,\|P_\perp Ju\|\Big(\sum_j\psi_j'^2\Big)^{1/2}.\tag{3}$$

When the right side falls below $\sqrt\alpha$, at least one direction of the history has a filter factor below one half. A small $\sigma$ forces this only when the column lengths do not shrink with it: if $c=0$, the newest column is $-\sigma Ju$, its $\psi'$ is $1/(\sigma\|Ju\|)$, and the right side is at least $\|P_\perp Ju\|/\|Ju\|$ for any $\sigma$.

A scale for $\sigma$ can be taken from the part that the history supports. Requiring $\sigma\le R\|p\|/\|g\|$ with a constant $R<1$ gives $\|\sigma u\|\le\sigma\|g\|\le R\|p\|$. If $\|g(\rho_n+d)-g-Jd\|\le\frac{\gamma}{2}\|d\|^2$ near $\rho_n$, then $\|d\|\le(1+R)\|p\|$ raises the bound on the nonlinear error by at most $(1+R)^2$ over that of the predicted step. This is the sense of the implicit trust region: it confines $\sigma u$ to a ball whose radius is set by $p$. It is not a trust region on the whole step, since $p$ is limited by (2) and no step is rejected.

It is no stability guarantee either. In the two-mode case with a stiff history and $g$ mostly stiff, $\|p\|/\|g\|\approx1/\varepsilon$ and $\sigma\lesssim R/\varepsilon$, inside the limit $2/\varepsilon$. With a soft history and $g$ mostly soft, $\|p\|/\|g\|\approx1$ and $\sigma$ may approach $R$, which amplifies the small stiff remainder when $R\varepsilon>2$. A feedback term reacts to that: $\sigma_{n-1}$ is multiplied by $\|g_{n-1}\|/\|g_n\|$ clipped to $[\frac12,2]$, so a rising residual lowers the allowed $\sigma$. A cap $\sigma_{\max}$ handles the case $\|p\|\gg\|g\|$.

A sufficient condition exists for linear symmetric $J$ with eigenvalues $-\varepsilon_i<0$. Then $\|I+\sigma J\|=\max_i|1-\sigma\varepsilon_i|$, and (1) with $\|u\|\le\|g\|$ gives $\|g_{n+1}\|\le\max_i|1-\sigma\varepsilon_i|\,\|g_n\|$ for any $m$ and $\alpha$, a contraction when $0<\sigma<2/\varepsilon_{\max}$. With $\varepsilon_i$ from 1 to 40 and $\sigma=0.045$ the bound is $0.955$ and the worst observed ratio $0.8335$. For nonsymmetric $J$ the norm of $I+\sigma J$ can exceed its spectral radius, and the argument fails in the Euclidean norm.

The step has been split into a predicted part, bounded through column scaling and regularization, and an unpredicted part, whose length is limited by a ratio rule, feedback and a cap, though without a general guarantee of stability. It remains to repair a stall that the ratio rule can cause and to test the complete scheme on a Hartree model with charge sloshing.
